# Orbital momentum and g value of high-spin octahedral Co²⁺, part 3

A high-spin Co²⁺ ion (seven 3d electrons, 120 states) in a regular octahedral field has a lowest doublet with $g$ roughly 4.3. Angular momenta are in units of $\hbar$, energies in cm⁻¹.

In $H=H_C+V+H_{SO}+H_Z$, the repulsion $H_C$ has Racah parameters $B=F_2-5F_4$, $C=35F_4$ (reduced Slater integrals $F_2,F_4$). The field $V$ gives $t_2$ orbitals $-4Dq$ and $e$ orbitals $+6Dq$. Also $H_{SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ and $H_Z=\mu_B\,\boldsymbol{\mathcal B}\cdot(\mathbf L+g_e\mathbf S)$.

Assumptions: (A2) the lowest level at $\zeta=0$ is a quartet; (A3) $\zeta$ is small compared with its gaps $\Delta$; (A4) $\mu_B\mathcal B$ is small compared with $\zeta$.

Define
$$R=\sqrt{225B^2+180B\,Dq+100Dq^2},\quad \tan2\theta=\frac{8Dq}{15B+6Dq},\quad \lambda=-\frac{\zeta}{3}.$$

The quartet terms are ${}^4F$ and, $15B$ higher, ${}^4P$. The field gives ${}^4A_2$ at $12Dq$, ${}^4T_2$ at $2Dq$, and two ${}^4T_1$ at $E_\mp=\tfrac12(15B-6Dq\mp R)$. $V_{FP}=4Dq$ couples $T_1(F)$, spanned by $f_x,f_y,f_z$, to ${}^4P$.

(a) The lowest level is ${}^4T_1=\cos\theta\,|{}^4T_1(F)\rangle-\sin\theta\,|{}^4P\rangle$, with projector $P$ and $P\mathbf LP=\alpha\,\mathbf l$, $\alpha=-\tfrac32+\tfrac52\sin^2\theta$. Here $(l_c)_{ab}=-i\,\epsilon_{cab}$; a projected $\mathbf M=\alpha\,\mathbf l$ obeys $[M_x,M_y]=i\alpha M_z$.

(c) Levels $j=1/2,3/2,5/2$ of $\mathbf j=\mathbf l+\mathbf S$ have $\mathbf l\cdot\mathbf S=-\tfrac52,-1,+\tfrac32$ and first-order energies $\alpha\lambda\,\mathbf l\cdot\mathbf S$. The lowest doublet's state $|\tfrac12\rangle$ has weights $\tfrac12,\tfrac13,\tfrac16$ on $|m_l,M_S\rangle=|{-1},\tfrac32\rangle,|0,\tfrac12\rangle,|1,-\tfrac12\rangle$, and $\langle l_z\rangle=-\tfrac13$.

(d) $g_0=\tfrac53 g_e-\tfrac23\alpha$. Its weak-field limit is $13/3$ for $g_e=2$ and $4.3372$ for $g_e=2.002319$.

Lemma 3. On quartets, $H_{SO}$ projects to $\lambda\,\mathbf L\cdot\mathbf S$.

Lemma 5. Between bases transforming as $x,y,z$, $\langle a|L_c|b'\rangle=\kappa\,(l_c)_{ab}$: $\kappa=\alpha_F=-3/2$ within $T_1(F)$, $\kappa=\alpha_P=+1$ within P, and $\kappa=0$ between them.

Lemma 6. With $P_F$ projecting on $T_1(F)$, $Q_2$ on $T_2$ and $\Lambda_{ab}=P_FL_aQ_2L_bP_F$: $\Lambda_{aa}=\tfrac{15}4l_a^2$, and $\Lambda_{ab}=-\tfrac{15}4l_al_b$ for $a\ne b$. $\mathbf L$ does not couple $T_1(F)$ to $A_2$.

Still to prove is (e), the correction of first order in $\zeta/\Delta$:
$$\delta g=-\frac{15}{2}\cos^2\theta\,\frac{\lambda}{\Delta_2}-\frac{125}{6}\sin^2\theta\cos^2\theta\,\frac{\lambda}{R},\quad\Delta_2=2Dq-E_-.$$

The character table of the octahedral group O has class order $E,8C_3,3C_2,6C_4,6C_2'$.

**Lemma 7.** An operator on the twelve ground states that is invariant under joint octahedral rotations of orbit and spin is a constant on the $j=1/2$ doublet and has no elements from it to $j=3/2$ or $j=5/2$.

*Proof.* The orbital basis transforms as $x,y,z$, so an operation of O through $\varphi$ about $\mathbf n$ acts on it as $e^{-i\varphi\mathbf n\cdot\mathbf l}$, and the joint rotation acts as $e^{-i\varphi\mathbf n\cdot\mathbf j}$. Each $j$ level thus carries a representation of the double group, with character $\sin[(j+\tfrac12)\varphi]/\sin(\varphi/2)$. In the class order of the table the characters are $(2,1,0,\sqrt2,0)$ for $j=\tfrac12$, $(4,-1,0,0,0)$ for $j=\tfrac32$ and $(6,0,0,-\sqrt2,0)$ for $j=\tfrac52$. The 24 further elements of the double group have both characters of a product reversed in sign, so scalar products can be taken over the 24 listed elements. The product of $j=\tfrac12$ with itself is $(4+8+12)/24=1$, so the doublet is irreducible (it is called $\Gamma_6$). With $j=\tfrac32$ it is $(8-8)/24=0$, and with $j=\tfrac52$ it is $(12-12)/24=0$. Schur's lemma gives the statement. ∎

The same characters show how the upper levels may split. The $j=\tfrac32$ level has norm $(16+8)/24=1$ and stays fourfold ($\Gamma_8$). The character of $j=\tfrac52$ is the sum of $(4,-1,0,0,0)$ and $(2,1,0,-\sqrt2,0)$, so this level may split into a fourfold $\Gamma_8$ and a twofold $\Gamma_7$.

**Proof of (e).** Let $Q_n$ project on the excited levels of $H_C+V$, with gaps $\Delta_n$, and let $G=\sum_nQ_n/\Delta_n$. To second order in $H'=H_{SO}+H_Z$ the effective Hamiltonian on the twelve states is $PH'P-PH'GH'P$. The second term has three parts.

The part $-PH_ZGH_ZP$ is quadratic in the field and does not affect $g$.

The part $-PH_{SO}GH_{SO}P$ is of order $\zeta^2/\Delta$ and receives contributions from all levels, spin doublets included. If it mixed $j=1/2$ with the other $j$ levels, which lie of order $\zeta$ away, the amplitude would be of order $\zeta/\Delta$ and $g$ would change at the order in question. The operator is invariant under joint octahedral rotations, so by Lemma 7 it only shifts the doublet.

The cross part $-P(H_{SO}GH_Z+H_ZGH_{SO})P$ is linear in the field and of order $\zeta/\Delta$. $H_Z$ commutes with $\mathbf S^2$, so only quartet levels appear as intermediate states, and there Lemma 3 replaces $H_{SO}$ by $\lambda\mathbf L\cdot\mathbf S$. The spin part of $H_Z$ acts on the spin label only, so $Q_nS_zP=0$. For a field along $z$,

$$H_\times=-\lambda\mu_B\mathcal B\sum_n\frac{X_n}{\Delta_n},\qquad X_n=\sum_aS_a\,P\,(L_aQ_nL_z+L_zQ_nL_a)\,P .$$

The candidates for $n$ are ${}^4A_2$, which drops out as in Lemma 6, ${}^4T_2$, and the upper ${}^4T_1$.

For the upper ${}^4T_1=\sin\theta|F\rangle+\cos\theta|P\rangle$, Lemma 5 gives the elements of $\mathbf L$ to the ground triplet as $\kappa\,\mathbf l$ with $\kappa=\sin\theta\cos\theta\,(\alpha_F-\alpha_P)=-\tfrac52\sin\theta\cos\theta$. Then $PL_aQL_zP=\kappa^2l_al_z$ and $X_1=\kappa^2\{\mathbf l\cdot\mathbf S,l_z\}$. The state $|\tfrac12\rangle$ is an eigenstate of $\mathbf l\cdot\mathbf S$, so

$$\langle\{\mathbf l\cdot\mathbf S,l_z\}\rangle=2\left(-\tfrac52\right)\left(-\tfrac13\right)=\tfrac53,\qquad\langle X_1\rangle=\tfrac{25}4\cdot\tfrac53\sin^2\theta\cos^2\theta=\tfrac{125}{12}\sin^2\theta\cos^2\theta ,$$

and the gap is $E_+-E_-=R$.

For ${}^4T_2$, $\mathbf L$ keeps the P component of the ground state inside P, which is orthogonal to $T_2$. Only the F component couples, and $PL_aQ_2L_bP=\cos^2\theta\,\Lambda_{ab}$. Lemma 6 gives

$$X_2=\tfrac{15}4\cos^2\theta\left[2l_z^2S_z-\{l_x,l_z\}S_x-\{l_y,l_z\}S_y\right]=\tfrac{15}4\cos^2\theta\left[4l_z^2S_z-\{\mathbf l\cdot\mathbf S,l_z\}\right],$$

where the second form uses $\{\mathbf l\cdot\mathbf S,l_z\}=2l_z^2S_z+\{l_x,l_z\}S_x+\{l_y,l_z\}S_y$. From the weights, $\langle l_z^2S_z\rangle=\tfrac12\cdot\tfrac32+0+\tfrac16\cdot(-\tfrac12)=\tfrac23$. Hence $\langle X_2\rangle=\tfrac{15}4\cos^2\theta\,(\tfrac83-\tfrac53)=\tfrac{15}4\cos^2\theta$.

The operators $X_n$ for fields along $x,y,z$ form a vector under O. On the doublet any operator is a combination of the identity and $j_x,j_y,j_z$. The half turns exclude the identity and leave $X^{(c)}\propto j_c$, and the threefold rotation makes the three factors equal. So $H_\times=\delta g\,\mu_B\boldsymbol{\mathcal B}\cdot\mathbf j$ on the doublet, and $\langle H_\times\rangle=\tfrac12\delta g\,\mu_B\mathcal B$ in the state $|\tfrac12\rangle$. This gives $\delta g=-2\lambda\sum_n\langle X_n\rangle/\Delta_n$, which is the formula in (e). Since $\lambda<0$, both terms are positive. ∎

*Remark.* The spin doublets of d⁷, and with them $C$, first affect $g$ at order $(\zeta/\Delta)^2$. At that order there are also changes of normalization and spin-orbit shifts of the denominators.

*Remark (order of limits).* For weak fields $\Delta_2\to8Dq$, so $\delta g\to\tfrac{15}2\cdot\tfrac{\zeta}{3}\cdot\tfrac1{8Dq}=\tfrac5{16}\,\zeta/Dq$. Lowering $Dq$ at fixed $\zeta$ removes the ${}^4P$ admixture but makes this correction grow, until (A3) fails and the free-ion levels of definite $J$ become the proper starting point. Both departures from $13/3$ vanish together for $\zeta\ll Dq\ll B$. Elsewhere they can cancel: at $Dq/B=1$ and $g_e=2$, (d) gives $g_0=4.2787$, and (e) makes up the deficit of $0.055$ near $\zeta/B\approx0.19$. In the full 120-state problem with $g_e=2$, $Dq/B=0.01$ and $\zeta$ extrapolated to zero, the program finds $g=4.33332$. The deficit in the last digit is of the size $\tfrac53\sin^2\theta$ that (a) and (d) give for the remaining ${}^4P$ weight.

## Worked example

Take the round model parameters $B=800$, $C=3200$, $Dq=800$ and $\zeta=450$ cm⁻¹, so that $Dq/B=1$, $C=4B$, $\lambda=-150$ cm⁻¹ and $15B=12000$ cm⁻¹. At $\zeta=0$ the lowest spin doublet lies 7366 cm⁻¹ above ${}^4T_1$, so (A2) holds.

The mixing follows from $15B+6Dq=16800$ and $8Dq=6400$ cm⁻¹:

$$R=\sqrt{16800^2+6400^2}=17977.8\ \text{cm}^{-1},\qquad\cos2\theta=\frac{16800}{17977.8}=0.93449 .$$

So $\theta=10.43^\circ$, $\sin^2\theta=\tfrac12(1-0.93449)=0.03276$, $\cos^2\theta=0.96724$, and

$$\alpha=-1.5+2.5\times0.03276=-1.4181 .$$

A ${}^4P$ weight of about 3% moves $\alpha$ by 0.08, because the two factors differ by $5/2$. The energies are $E_-=\tfrac12(12000-4800-17977.8)=-5388.9$ cm⁻¹ and $\Delta_2=1600+5388.9=6988.9$ cm⁻¹.

At first order $\alpha\lambda=1.4181\times150=212.72$ cm⁻¹. The $j=3/2$ level lies at $1.5\times212.72=319.1$ cm⁻¹ ($1.45\times10^{-3}$ hartree) and the $j=5/2$ level at $4\times212.72=850.9$ cm⁻¹. Diagonalization of all 120 states gives a ground doublet, a fourfold level at 298.4 cm⁻¹ ($1.36\times10^{-3}$ hartree), a fourfold level at 778.7 cm⁻¹ and a doublet at 863.7 cm⁻¹. The degeneracies are those allowed by the characters after Lemma 7. The first gap is 20.7 cm⁻¹ below its first-order value, about 6% of that value, and the $j=5/2$ level is split by 85.0 cm⁻¹. First order gives no such shifts, and they begin with the operator $-PH_{SO}GH_{SO}P$ of order $\zeta^2/\Delta$. The contributions of the separate excited levels to them are not resolved here.

With $g_e=2.002319$, $\tfrac53g_e=3.3372$ and $-\tfrac23\alpha=0.9454$, so $g_0=4.2826$ (4.2787 for $g_e=2$). The two parts of the correction are

$$7.5\times0.96724\times\frac{150}{6988.9}=0.1557,\qquad\frac{125}6\times0.03276\times0.96724\times\frac{150}{17977.8}=0.0055 .$$

Their sum brings $g$ to $4.2826+0.1557+0.0055=4.4438$. The full diagonalization gives $4.4305$. The difference of $-0.0133$ is 0.3% of $g$ and about 8% of $\delta g$. For the same $B$, $C$ and $Dq$ the difference grows by a factor 4.003 when $\zeta$ is doubled from 20 to 40 cm⁻¹, so its leading part is quadratic in $\zeta$, as the proof of (e) requires. Its negative sign is a computed result and has not been derived.

The two departures from the weak-field value 4.3372 have opposite signs, and the one that the effective-$l$ picture omits is the larger. The ${}^4P$ admixture lowers $g$ by $4.3372-4.2826=0.055$, while the spin-orbit admixture raises it by 0.16 at first order in $\zeta/\Delta$, almost entirely through ${}^4T_2$, and by $4.4305-4.2826=0.148$ in the full diagonalization. In this model, at these parameters, $g$ ends above $13/3$. Whenever $\delta g$ is comparable with or larger than $\tfrac53\sin^2\theta$, as it is here, a measured $g$ cannot be turned into a value of $\alpha$ through $g_0$ alone.

In a field of 1 T, with $\mu_B=0.46686$ cm⁻¹/T, the doublet splits by $4.4305\times0.46686=2.068$ cm⁻¹, and diagonalization with the field included gives the same figure. This is below 1% of the first gap, so (A4) holds.

The numerical check builds the 120-state matrices from 3j symbols and tests against them the gap $15B$, Lemma 3, the field matrix, the factors $\alpha$ read from commutators, the projections of $L_z^2$ and $\{L_x,L_z\}$ behind Lemma 6, the level pattern and doublet weights at small $\zeta$, and the intercept and slope of $g(\zeta)$ at three values of $Dq/B$.

## Remarks on effects outside the model

*Covalency.* If the d orbitals mix with ligand orbitals, the matrix elements of $\mathbf L$ are reduced. In the simplest description the moment becomes $k\mathbf L+g_e\mathbf S$ with one factor $k<1$. The proof of (d) then gives $g_0=\tfrac53g_e-\tfrac23k\alpha$, and $\delta g$, being linear in the orbital Zeeman operator, is multiplied by $k$. Only the product $k\alpha$ appears in $g_0$, so at this order a reduction by covalency and a larger ${}^4P$ weight have the same effect, and both lower $g$. With $k=1$ the example gives $4.43$, above the rough value 4.3 quoted at the start, so the model with pure d functions overshoots it. For the parameters of the example (d) and (e) give $g\approx3.337+1.107\,k$, which comes down to about 4.3 for $k$ near 0.9. The model does not decide how much of such a reduction in a real compound is covalency and how much comes from other effects left out here.

*Lower symmetry.* A tetragonal or trigonal distortion adds a term $D(l_n^2-\tfrac23)$ on the orbital triplet, with $n$ the axis. This term is not invariant under O, so Lemma 7 does not apply, and the doublet mixes with the higher $j$ levels with an amplitude of order $D/\alpha\lambda$. The scale for comparison is the spin-orbit gap of a few hundred cm⁻¹, not $\Delta_2$, so a small distortion makes $g$ anisotropic. Within the effective-$l$ Hamiltonian, which is invariant under all rotations of $\mathbf l$ and $\mathbf S$ together, the first-order change of the $g$ tensor is a linear, rotationally covariant function of the traceless tensor $n_an_b-\tfrac13\delta_{ab}$. Its trace would be a rotational invariant linear in that tensor, and the only such invariant is the trace of the tensor itself, which is zero. To first order in $D/\alpha\lambda$ the mean of the three principal values therefore stays at $g_0$. Coupling of the orbital triplet to vibrations (the Jahn–Teller effect) is also left out, since the model holds the ligands fixed.

*Temperature.* The description by a single doublet applies while $k_BT$ is small compared with the gap to $j=3/2$, which is 298 cm⁻¹ in the example. The first departure does not come from population of the upper levels, which falls exponentially at low temperature. The moment $\alpha\mathbf l+g_e\mathbf S$ is not proportional to $\mathbf j$, so the field mixes $j=3/2$ into the doublet and shifts it at second order in $\mathcal B$. This adds a temperature-independent term to the susceptibility, and its size relative to the Curie term of the doublet grows linearly with $k_BT$ over the gap. The moment is $g_e\mathbf j+(\alpha-g_e)\mathbf l$, and the squared element of $l_z$ from the doublet to $j=3/2$ is $\langle l_z^2\rangle-\langle l_z\rangle^2=\tfrac23-\tfrac19=\tfrac59$. The ratio is therefore $\tfrac{40}{9}(g_e-\alpha)^2/g_0^2\approx2.8$ times $k_BT$ over the gap. In the example this is about 13% at 20 K, where $k_BT$ is under 5% of the gap. At still higher temperature the upper levels are populated as well, and the magnetic response involves all twelve states.

## Computed results

```
pair energies of parallel spins, coefficients of (F2, F4):
  m=(2,1): -8.000, -9.000
  m=(2,-1): -2.000, -39.000
  m=(1,0): 1.000, -54.000
4P-4F gap, coefficient of F2: 15.000
4P-4F gap, coefficient of F4: -75.000
V in 4F (Dq): -6.000, 2.000, 12.000; |V_FP| = 4.000 Dq
sphere averages <fy|Lz|fx>/i = -6/7, <fy|fy> = 4/7, ratio -3/2
alpha: 4T1(F) -1.5000, 4P 1.0000, one-electron t2g -1.0000
Dq/B, alpha (quartet diagonalization), g0 with ge=2:
    0.1  -1.4984  4.3322
    0.5  -1.4702  4.3135
    1.0  -1.4181  4.2787
    1.5  -1.3680  4.2454
    2.0  -1.3254  4.2169
    5.0  -1.1843  4.1228
   50.0  -1.0234  4.0156
B=0 quartet limit: 4P weight 0.2000, alpha -1.0000, g 4.0000
g for zeta<<Dq<<B, ge=2, full d7: 4.33332; with true ge: 4.33720
MS=3/2,1/2,-1/2 weights, small zeta: 0.5000, 0.3333, 0.1667
residual ratio on doubling zeta (20 to 40 cm^-1): 4.003
spin crossover (C=4B, zeta=0): Dq/B = 1.942, alpha there -1.3299
example: B=800, C=3200, Dq=800, zeta=450 cm^-1
ge = 2.002319; muB = 0.46686 cm^-1/T; 1 hartree = 219474.6 cm^-1
lambda = -150.0 cm^-1; 15B = 12000 cm^-1
R = 17977.8 cm^-1; E- = -5388.9 cm^-1; D2 = 6988.9 cm^-1
theta = 10.427 deg; cos 2theta = 0.93449
sin^2 = 0.03276; cos^2 = 0.96724; alpha = -1.41811
alpha*lambda = 212.72 cm^-1
first-order gaps: j=3/2 319.1, j=5/2 850.9 cm^-1
first-order j=3/2 gap = 1.4538e-03 hartree
full d7 levels (cm^-1, degeneracy): 0.0 (2), 298.4 (4), 778.7 (4), 863.7 (2)
full d7 first gap = 1.3594e-03 hartree
lowest spin doublet above 4T1 at zeta=0: 7366 cm^-1
g0 = 4.2826 (ge=2: 4.2787)
dg from 4T2 = 0.1557; dg from upper 4T1 = 0.0055
g perturbative = 4.4438; g full d7 = 4.4305; difference = -0.0133
splitting at 1 T: finite field 2.0684, g*muB 2.0684 cm^-1
```
